# Voigt factors and the Bond matrices for stress and strain

**Q.** I treat a Voigt matrix as the tensor with its index pairs renamed: 23 becomes 4, 13 becomes 5, 12 becomes 6. So \(c_{44}=c_{2323}\), \(s_{44}=s_{2323}\) and \(d_{14}=d_{123}\). To turn the axes, I find the 6×6 matrix that rotates the stress column and use it for everything. What could go wrong?

**A.** The first equality holds in the usual convention, but the other two do not. The reason is how the strain is stored. With pair order 11, 22, 33, 23, 13, 12, the columns are

\[
\sigma=(\sigma_{11},\sigma_{22},\sigma_{33},\sigma_{23},\sigma_{13},\sigma_{12})^T,\qquad
\varepsilon=(\varepsilon_{11},\varepsilon_{22},\varepsilon_{33},2\varepsilon_{23},2\varepsilon_{13},2\varepsilon_{12})^T .
\]

In short, \(\sigma_\alpha=\sigma_{ij}\) but \(\varepsilon_\alpha=w_\alpha\varepsilon_{ij}\), with \(w=(1,1,1,2,2,2)\). Greek indices run from 1 to 6 and label pairs; Latin indices run from 1 to 3, and repeated Latin indices are summed. I assume small strains, linear response and symmetric stress and strain tensors.

**Q.** Why double the shear strains at all?

**A.** It makes the work density a plain product of columns. In \(\sigma_{ij}\,d\varepsilon_{ij}\) each shear pair occurs twice, once as 23 and once as 32, so

\[
\sigma_{ij}\,d\varepsilon_{ij}=\sigma_{11}d\varepsilon_{11}+\dots+2\sigma_{23}d\varepsilon_{23}+\dots=\sum_\alpha\sigma_\alpha\,d\varepsilon_\alpha .
\]

The 2 has to be kept somewhere, and this convention keeps it in the strain.

**Q.** Then how does \(c_{44}\) escape a factor?

**A.** Let \(\varepsilon_{23}=\varepsilon_{32}\) be the only strain. Since \(c_{2323}=c_{2332}\),

\[
\sigma_{23}=c_{2323}\varepsilon_{23}+c_{2332}\varepsilon_{32}=c_{2323}\,(2\varepsilon_{23}).
\]

The bracket is \(\varepsilon_4\), so \(c_{44}=c_{2323}\). The two equal terms of the tensor sum are absorbed by the doubled strain. The same happens in every shear column, so \(c_{\alpha\beta}=c_{ijkl}\) throughout.

**Q.** And the compliance?

**A.** Now let \(\sigma_{23}=\sigma_{32}\) be the only stress. The sum again has two equal terms, but the stress column has no 2 to absorb them:

\[
\varepsilon_{23}=s_{2323}\sigma_{23}+s_{2332}\sigma_{32}=2s_{2323}\sigma_{23}.
\]

The stored strain is twice this, \(\varepsilon_4=4s_{2323}\sigma_4\), hence \(s_{44}=4s_{2323}\). One 2 comes from the sum over stresses and the other from the definition of \(\varepsilon_4\). For the normal strain only the first arises: \(\varepsilon_{11}=2s_{1123}\sigma_{23}\), so \(s_{14}=2s_{1123}\). In general

\[
s_{\alpha\beta}=w_\alpha w_\beta\,s_{ijkl}.
\]

With these factors \(\varepsilon=s\sigma\) solves \(\sigma=c\,\varepsilon\) for every stress, so the matrix \(s\) is the ordinary inverse of the matrix \(c\).

**Q.** The piezoelectric coefficient has one electric index. Does it get half the treatment?

**A.** It gets one factor \(w\), for its one strain pair. At zero stress a field \(E_i\) produces \(\varepsilon_{jk}=d_{ijk}E_i\), with \(d_{ijk}=d_{ikj}\). For a field along axis 1,

\[
\varepsilon_4=2\varepsilon_{23}=2d_{123}E_1\quad\Rightarrow\quad d_{14}=2d_{123}.
\]

The same tensor gives the polarization produced by stress. At fixed temperature the free-energy density \(\Phi\) obeys \(d\Phi=-\varepsilon_{jk}\,d\sigma_{jk}-P_i\,dE_i\), whose first term equals \(-\sum_\alpha\varepsilon_\alpha\,d\sigma_\alpha\) when written over the six independent stresses. Equality of the mixed second derivatives then gives \(\partial P_i/\partial\sigma_\alpha=\partial\varepsilon_\alpha/\partial E_i=d_{i\alpha}=w_\alpha d_{ijk}\). So at zero field \(P_i=\sum_\alpha d_{i\alpha}\sigma_\alpha=d_{ijk}\sigma_{jk}\), and the tensor sum shows the same factor: \(\sigma_{23}\) and \(\sigma_{32}\) contribute equally, so \(P_1=2d_{123}\sigma_{23}=d_{14}\sigma_4\).

The coefficient for polarization per strain, \(P_i=e_{ijk}\varepsilon_{jk}\), behaves like \(c\): the doubled strain absorbs the two terms, and \(e_{14}=e_{123}\). Since \(P=d\sigma=d\,c\,\varepsilon\) at zero field, the matrices obey \(e=d\,c\).

**Q.** Suppose I put those factors in correctly at the start. May I then rotate everything with the stress matrix?

**A.** Let us derive that matrix and see whether strain obeys it. Let the new axes be \(x'_i=a_{ij}x_j\), where \(a\) is orthogonal and row \(i\) of \(a\) holds the direction cosines of new axis \(i\). The body stays fixed and the axes turn. Then \(\sigma'_{ij}=a_{ik}a_{jl}\sigma_{kl}\).

Look at the terms of this sum one at a time, with \(k\) and \(l\) fixed and not summed. For \(k=l\) there is one term, \(a_{ik}a_{jk}\sigma_{kk}\). For \(k\neq l\) the terms \(kl\) and \(lk\) share one stress component and combine to \((a_{ik}a_{jl}+a_{il}a_{jk})\sigma_{kl}\). Both cases are covered by defining, for \(\alpha=(ij)\) and \(\beta=(kl)\),

\[
G_{\alpha\beta}=\tfrac12(a_{ik}a_{jl}+a_{il}a_{jk}),\qquad
\sigma'_\alpha=\sum_\beta G_{\alpha\beta}w_\beta\,\sigma_\beta .
\]

With \(R=\mathrm{diag}(1,1,1,2,2,2)\), the stress Bond matrix is \(M=GR\), and \(\sigma'=M\sigma\). Written out,

\[
M=\begin{pmatrix}
a_{11}^2&a_{12}^2&a_{13}^2&2a_{12}a_{13}&2a_{11}a_{13}&2a_{11}a_{12}\\
a_{21}^2&a_{22}^2&a_{23}^2&2a_{22}a_{23}&2a_{21}a_{23}&2a_{21}a_{22}\\
a_{31}^2&a_{32}^2&a_{33}^2&2a_{32}a_{33}&2a_{31}a_{33}&2a_{31}a_{32}\\
a_{21}a_{31}&a_{22}a_{32}&a_{23}a_{33}&a_{22}a_{33}+a_{23}a_{32}&a_{21}a_{33}+a_{23}a_{31}&a_{21}a_{32}+a_{22}a_{31}\\
a_{11}a_{31}&a_{12}a_{32}&a_{13}a_{33}&a_{12}a_{33}+a_{13}a_{32}&a_{11}a_{33}+a_{13}a_{31}&a_{11}a_{32}+a_{12}a_{31}\\
a_{11}a_{21}&a_{12}a_{22}&a_{13}a_{23}&a_{12}a_{23}+a_{13}a_{22}&a_{11}a_{23}+a_{13}a_{21}&a_{11}a_{22}+a_{12}a_{21}
\end{pmatrix}.
\]

**Q.** Strain is also a symmetric tensor. Why should its matrix differ?

**A.** The tensors rotate alike, but the columns store them differently. The same grouping of terms gives \(\varepsilon'_{ij}=\sum_\beta G_{\alpha\beta}w_\beta\varepsilon_{kl}\). Here \(w_\beta\varepsilon_{kl}\) is already the stored \(\varepsilon_\beta\). To obtain the stored strain on the left, multiply by \(w_\alpha\):

\[
\varepsilon'_\alpha=\sum_\beta w_\alpha G_{\alpha\beta}\,\varepsilon_\beta,\qquad N=RG .
\]

In 3×3 blocks,

\[
M=\begin{pmatrix}A&2B\\C&D\end{pmatrix},\qquad
N=\begin{pmatrix}A&B\\2C&D\end{pmatrix}.
\]

The 2 moves from the upper right block to the lower left; \(A\) and \(D\) are common to both.

**Q.** Are the two matrices related?

**A.** Each is the inverse transpose of the other. Turning the axes back uses \(a^T\), so \(M(a)^{-1}=M(a^T)=G(a^T)R\). Replacing \(a\) by \(a^T\) in the definition gives

\[
G(a^T)_{\alpha\beta}=\tfrac12(a_{ki}a_{lj}+a_{li}a_{kj})=G(a)_{\beta\alpha}.
\]

Therefore \(M^{-1}=G^TR=(RG)^T=N^T\). This is what the work density requires: \(\sigma'^T\varepsilon'=\sigma^TM^TN\varepsilon\) must equal \(\sigma^T\varepsilon\), so \(M^TN=1\).

**Q.** How do the property matrices rotate, then?

**A.** Insert the rotated columns into each law, using \(N^{-1}=M^T\) and \(M^{-1}=N^T\):

\[
\begin{aligned}
\sigma'&=Mc\,\varepsilon=McN^{-1}\varepsilon' &&\Rightarrow& c'&=McM^T,\\
\varepsilon'&=Ns\,\sigma=NsM^{-1}\sigma' &&\Rightarrow& s'&=NsN^T,\\
P'&=ad\,\sigma=adM^{-1}\sigma' &&\Rightarrow& d'&=adN^T,\\
P'&=ae\,\varepsilon=aeN^{-1}\varepsilon' &&\Rightarrow& e'&=aeM^T.
\end{aligned}
\]

These laws hold for improper \(a\) as well. The numerical check tests them against full index sums for random tensors without crystal symmetry.

**Q.** But I once rotated a cubic compliance with \(M\) by a fourfold symmetry operation, and it came back unchanged. That looked like a good check.

**A.** If the axes lie along the cube edges, that operation cannot reveal the error. The matrices \(M\) and \(N\) coincide when \(2B=B\) and \(C=2C\), that is, when \(B=C=0\). The entries of \(B\) are the single products \(a_{ik}a_{il}\) with \(k\neq l\) (no sum over \(i\)), so \(B=0\) allows one nonzero entry in each row of \(a\). Each row has unit length, so that entry is \(\pm1\); the rows are orthogonal, so the entries lie in different columns. Then \(C\), whose entries are the single products \(a_{ik}a_{jk}\) for \(i\neq j\) (no sum over \(k\)), vanishes too.

Thus \(M=N\) precisely for signed permutations of the axes. There are \(3!\times2^3=48\) of them, and they are the symmetry operations of a cube referred to its own axes. A turn by 45° about \(x_3\) is not among them.

**Q.** Show me what that turn does with numbers.

**A.** Take a model cubic crystal of class \(\bar43m\) with round parameters \(c_{11}=100\), \(c_{12}=60\), \(c_{44}=50\) GPa and \(d_{14}=d_{25}=d_{36}=4\) pm/V. These units suit the quantities better than atomic units. The elastic constants, and the moduli found from them below, are those at zero electric field.

Equal normal strains give \(s_{11}+2s_{12}=1/(c_{11}+2c_{12})=1/(220\ \mathrm{GPa})\). Opposite strains along two axes give \(s_{11}-s_{12}=1/(c_{11}-c_{12})=1/(40\ \mathrm{GPa})\). Solving, \(s_{11}=18.182\) and \(s_{12}=-6.818\) TPa⁻¹, while \(s_{44}=1/c_{44}=20\) TPa⁻¹. The tensor component is \(s_{2323}=5\) TPa⁻¹, a quarter of \(s_{44}\).

After the turn \(x_1'\) lies along [110], with \(a_{11}=a_{12}=1/\sqrt2\). The first rows are

\[
M:\ (\tfrac12,\tfrac12,0,0,0,1),\qquad N:\ (\tfrac12,\tfrac12,0,0,0,\tfrac12).
\]

With \(s_{22}=s_{11}\) and \(s_{66}=s_{44}\), the correct rule gives

\[
s'_{11}=\tfrac14(s_{11}+s_{22}+2s_{12})+\tfrac14s_{66}=\tfrac12(s_{11}+s_{12})+\tfrac14s_{44}
=5.682+5.000=10.682\ \mathrm{TPa^{-1}} .
\]

Young's modulus along [110] is \(1/s'_{11}=93.6\) GPa, against \(1/s_{11}=55.0\) GPa along [100]. Using \(M\) replaces \(\tfrac14s_{44}\) by \(s_{44}\). The result is 25.682 TPa⁻¹, or 38.9 GPa, which makes the stiffer of these two directions look like the softer one.

**Q.** Would the order always be reversed?

**A.** No. Correctly, [110] is stiffer than [100] if \(s'_{11}<s_{11}\), which means \(s_{44}<2(s_{11}-s_{12})=50\) TPa⁻¹. The mistaken formula requires \(s_{44}<\tfrac12(s_{11}-s_{12})=12.5\) TPa⁻¹. Our 20 lies between the two limits, so here the order is reversed.

The shear component shows an inconsistency that needs no outside comparison. The sixth row of \(M\) is \((-\tfrac12,\tfrac12,0,0,0,0)\), so \(c'_{66}=\tfrac12(c_{11}-c_{12})=20\) GPa. The sixth row of \(N\) is twice as large, so \(s'_{66}=2(s_{11}-s_{12})=50\) TPa⁻¹, whose reciprocal is also 20 GPa. This shear is uncoupled from the other strains in the new axes, so the two must agree. With \(M\) one finds \(s'_{66}=12.5\) TPa⁻¹ and a modulus of 80 GPa, four times too large.

**Q.** Is the piezoelectric matrix equally spoiled?

**A.** Only its third row is, in this case. For a field along \(x_3'=x_3\),

\[
d'_{31}=d_{36}N_{16}=4\times\tfrac12=2\ \mathrm{pm/V},\qquad
d'_{32}=d_{36}N_{26}=-2\ \mathrm{pm/V}.
\]

With \(M\) these become \(\pm4\) pm/V. The other nonzero entries, \(d'_{15}=4\) and \(d'_{24}=-4\) pm/V, come from block \(D\), which \(M\) and \(N\) share, so they survive the mistake.

The strain can be checked in the original axes. A field of 1 MV/m along \(x_3\) gives \(\varepsilon_{12}=d_{312}E_3=\tfrac12d_{36}E_3=2\times10^{-6}\). Along \(n=(1,1,0)/\sqrt2\) the elongation is \(n_in_j\varepsilon_{ij}=2\cdot\tfrac12\,\varepsilon_{12}=2\times10^{-6}\). The mistaken matrix predicts \(4\times10^{-6}\).

**Q.** What quick check would have caught me?

**A.** Rotate an isotropic compliance by 45°. Keep \(c_{11}\) and \(c_{12}\), but set \(c_{44}=\tfrac12(c_{11}-c_{12})=20\) GPa, so that \(s_{44}=2(s_{11}-s_{12})=50\) TPa⁻¹. The correct formula returns \(\tfrac12(s_{11}+s_{12})+\tfrac12(s_{11}-s_{12})=s_{11}=18.182\) TPa⁻¹, as isotropy demands. With \(M\) you get \(5.682+50=55.682\) TPa⁻¹, a false anisotropy.

**Q.** Could I choose a storage in which one matrix does serve for both?

**A.** Yes. Share the 2 equally: multiply the shear components of both stress and strain by \(\sqrt2\). The work density is still a plain product. The stored stress is \(R^{1/2}\sigma\), with \(\sigma\) the Voigt column, so its rotation matrix is

\[
K=R^{1/2}MR^{-1/2}=R^{1/2}GR^{1/2}.
\]

The stored strain is \(R^{-1/2}\varepsilon\), because \(\varepsilon\) already contains a full 2, and its matrix is \(R^{-1/2}NR^{1/2}=R^{1/2}GR^{1/2}=K\) again. Moreover,

\[
K^{-1}=R^{1/2}M^{-1}R^{-1/2}=R^{1/2}G^TR^{1/2}=K^T,
\]

so \(K\) is orthogonal, and stiffness and compliance both rotate as \(KXK^T\). The price is a different set of entries: the 44 stiffness entry becomes \(2c_{2323}\), and the 44 compliance entry \(2s_{2323}\). Your single rule is sound in that storage, but Voigt constants must be converted before it is used.

## Values computed for the example and the checks

```
Inputs c11, c12, c44 = 100, 60, 50 GPa
Input d14 = d25 = d36 = 4.0 pm/V
Rotation about x3 = 45 degrees
s11 = 18.182 1/TPa
s12 = -6.818 1/TPa
s44 = 20.000 1/TPa
tensor s2323 = 5.000 1/TPa
tensor c2323 = 50.0 GPa
tensor d123 = 2.0 pm/V
Stress Bond matrix M (no unit):
  0.500   0.500   0.000   0.000   0.000   1.000
  0.500   0.500   0.000   0.000   0.000  -1.000
  0.000   0.000   1.000   0.000   0.000   0.000
  0.000   0.000   0.000   0.707  -0.707   0.000
  0.000   0.000   0.000   0.707   0.707   0.000
 -0.500   0.500   0.000   0.000   0.000   0.000
Strain Bond matrix N (no unit):
  0.500   0.500   0.000   0.000   0.000   0.500
  0.500   0.500   0.000   0.000   0.000  -0.500
  0.000   0.000   1.000   0.000   0.000   0.000
  0.000   0.000   0.000   0.707  -0.707   0.000
  0.000   0.000   0.000   0.707   0.707   0.000
 -1.000   1.000   0.000   0.000   0.000   0.000
c'11, c'12, c'66 = 130.0, 30.0, 20.0 GPa
s'11 correct = 10.682 1/TPa
s'11 with M by mistake = 25.682 1/TPa
s'66 correct = 50.000 1/TPa
s'66 with M by mistake = 12.500 1/TPa
Young modulus [100] = 55.00 GPa
Young modulus [110], direct = 93.62 GPa
Young modulus [110], mistaken = 38.94 GPa
Shear modulus 1/s'66, direct = 20.00 GPa
Shear modulus 1/s'66, mistaken = 80.00 GPa
d' correct (pm/V):
  0.000   0.000   0.000   0.000   4.000   0.000
  0.000   0.000   0.000  -4.000   0.000   0.000
  2.000  -2.000   0.000   0.000   0.000   0.000
d' with M by mistake (pm/V):
  0.000   0.000   0.000   0.000   4.000   0.000
  0.000   0.000   0.000  -4.000   0.000   0.000
  4.000  -4.000   0.000   0.000   0.000   0.000
Field along x3 = 1.0 MV/m
Strain along [110], direct = 2.00e-06 (no unit)
Strain along [110], mistaken = 4.00e-06 (no unit)
Isotropic s11 = 18.182 1/TPa
Isotropic s'11, mistaken = 55.682 1/TPa
Signed axis permutations with M = N: 48 of 48
Largest rotation-law error, random tests = 2.8e-14
```
